# The Demagnetizing Trace Rule and the Uniformly Magnetized Cube: verification in Python

```python
"""
Result under test: for a uniformly magnetized body (Gaussian units)
    H_i(r) = -4 pi N_ij(r) M_j,   N_ij = -(1/4 pi) d_i d_j F,
    F(r) = integral over the body of d^3r' / |r - r'|,
the trace of N is 1 inside and 0 outside, and the volume average of N
over a cube is one third of the unit matrix.
Symbols: M magnetization, A exchange stiffness, L cube edge,
l_ex = sqrt(A / (2 pi M^2)) exchange length, u unit vector along M.
"""
from itertools import product
import numpy as np
from scipy import constants, sparse
from scipy.fft import dctn
from scipy.optimize import brentq
from scipy.sparse.linalg import cg
from scipy.stats import qmc

pi = np.pi


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def tensor_from_F(F, point, h):
    """N_ij from central differences of F, as in the definition."""
    N = np.zeros((3, 3))
    step = h * np.eye(3)
    for i, j in product(range(3), repeat=2):
        N[i, j] = (F(point + step[i] + step[j]) - F(point + step[i] - step[j])
                   - F(point - step[i] + step[j])
                   + F(point - step[i] - step[j])) / (4 * h * h)
    return -N / (4 * pi)


# ---- trace rule for a lopsided egg without any symmetry ----
cos_t, w_t = gauss(48, -1, 1)
phi = 2 * pi * np.arange(96) / 96
C, P = np.meshgrid(cos_t, phi, indexing="ij")
S = np.sqrt(1 - C**2)
rays = np.array([S * np.cos(P), S * np.sin(P), C])
w_ray = w_t[:, None] * np.full(96, 2 * pi / 96)[None, :]


def egg_level(r):
    x, y, z = r
    return (x**2 + y**2 / 1.44 + z**2 / 0.64
            + 0.12 * x**3 + 0.10 * x * y * z + 0.06 * y**3)


def distance_to_surface(point):
    low, high = np.zeros_like(C), np.full_like(C, 2.5)
    for _ in range(56):
        mid = (low + high) / 2
        inside = egg_level(point[:, None, None] + mid * rays) < 1
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    return (low + high) / 2


def F_egg_inside(point):
    # spherical coordinates about the field point: radial integral is s^2/2
    return np.sum(w_ray * distance_to_surface(point)**2) / 2


egg_radius = distance_to_surface(np.zeros(3))
t_nodes, t_weights = gauss(30, 0, 1)


def F_egg_outside(point):
    total = 0.0
    for t, w in zip(t_nodes, t_weights):
        gap = point[:, None, None] - t * egg_radius * rays
        total += w * np.sum(w_ray * egg_radius**3 * t**2
                            / np.sqrt(np.sum(gap**2, axis=0)))
    return total


egg_in = tensor_from_F(F_egg_inside, np.array([0.15, -0.20, 0.10]), 0.005)
egg_out = tensor_from_F(F_egg_outside, np.array([1.5, 1.2, 0.9]), 0.005)
assert abs(np.trace(egg_in) - 1) < 1e-4
assert abs(np.trace(egg_out)) < 1e-4
assert np.max(np.abs(egg_out)) > 1e-3      # only the trace vanishes outside


# ---- local tensor of the unit cube centred at the origin ----
def cube_tensor(p):
    """Closed form inside the cube; p has shape (3, ...)."""
    p = np.asarray(p, float)
    N = np.zeros((3, 3) + p.shape[1:])
    for s in product((1, -1), repeat=3):
        d = [0.5 - s[i] * p[i] for i in range(3)]
        R = np.sqrt(d[0]**2 + d[1]**2 + d[2]**2)
        for i in range(3):
            j, k = (i + 1) % 3, (i + 2) % 3
            N[i, i] += np.arctan(d[j] * d[k] / (d[i] * R))
            N[i, j] -= s[i] * s[j] * np.arcsinh(d[k] / np.hypot(d[i], d[j]))
    for i in range(3):
        N[(i + 1) % 3, i] = N[i, (i + 1) % 3]
    return N / (4 * pi)


g, wg = gauss(60, -0.5, 0.5)


def F_cube(p):
    # 1/rho = (1/2) div(rho_vector/rho) turns F into six face integrals
    total = 0.0
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        for s in (1, -1):
            d = 0.5 - s * p[i]
            rho = np.sqrt(d**2 + (g[:, None] - p[j])**2
                          + (g[None, :] - p[k])**2)
            total += 0.5 * d * np.sum(wg[:, None] * wg[None, :] / rho)
    return total


sample = np.array([0.12, -0.20, 0.17])
assert np.allclose(tensor_from_F(F_cube, sample, 1e-3),
                   cube_tensor(sample), atol=1e-5)
turn = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float)  # 120 degrees
assert np.allclose(tensor_from_F(F_cube, turn @ sample, 1e-3),
                   turn @ cube_tensor(sample) @ turn.T, atol=1e-5)

# volume average over sample points that do not share the cube's symmetry
points = qmc.Sobol(3, seed=7).random_base2(16).T - 0.5
cube_average = cube_tensor(points).mean(axis=-1)
assert np.allclose(cube_average, np.eye(3) / 3, atol=1e-3)


# ---- averaged factor of a box from the interaction of face charges ----
def face_pair(a, b, d):
    """Double integral of 1/distance for parallel a x b faces d apart."""
    corner = np.arctan2(b, a)
    x, wx = gauss(60, 0, 1)
    total = 0.0
    for low, high, first in ((0, corner, True), (corner, pi / 2, False)):
        th, wth = gauss(40, low, high)
        reach = a / np.cos(th) if first else b / np.sin(th)
        rho = reach[:, None] * x[None, :]
        u, v = rho * np.cos(th)[:, None], rho * np.sin(th)[:, None]
        f = (a - u) * (b - v) * rho / np.sqrt(rho**2 + d**2)
        total += np.sum(wth[:, None] * reach[:, None] * wx[None, :] * f)
    return 4 * total


def box_factor(a, b, c):
    """Volume-averaged factor along the edge c."""
    return (face_pair(a, b, 0.0) - face_pair(a, b, c)) / (2 * pi * a * b * c)


cube_factor = box_factor(1, 1, 1)
assert abs(cube_factor - 1 / 3) < 1e-8
box = [box_factor(1.3, 2.1, 1.0), box_factor(2.1, 1.0, 1.3),
       box_factor(1.0, 1.3, 2.1)]
assert abs(sum(box) - 1) < 1e-8
assert max(box) - min(box) > 0.1           # a box is not a cube

# ---- midplane average, by two roads ----
X, Y = np.meshgrid(g, g, indexing="ij")
plane = cube_tensor(np.array([X, Y, 0 * X]))[2, 2]
midplane = np.sum(wg[:, None] * wg[None, :] * plane)
slope = (face_pair(1, 1, 0.501) - face_pair(1, 1, 0.499)) / 0.002
assert abs(midplane + slope / (2 * pi)) < 1e-5
assert abs(midplane - 1 / 3) > 0.02

# ---- worked example: rough typical permalloy values ----
M = 800.0            # emu/cm^3
A = 1.3e-6           # erg/cm
L = 15.0             # nm
K1 = 3e3             # erg/cm^3, rough size of crystal anisotropy
K_interface = 0.1    # erg/cm^2, trial value on one base
T_room, T_hot = 300.0, 358.0
eV_per_erg = 1e-7 / constants.e
kT = constants.k * T_room / constants.e
kT_hot = constants.k * T_hot / constants.e
scale = 2 * pi * M**2 * eV_per_erg * 1e-21       # eV per nm^3
volume = L**3
l_ex = np.sqrt(A / (2 * pi * M**2)) * 1e7        # nm
full_field = 4 * pi * M
mean_field = -full_field * cube_factor
self_energy = scale * volume * cube_factor

centre = cube_tensor(np.zeros(3))
face = cube_tensor(np.array([0, 0, 0.5 - 1e-9]))
near_corner = cube_tensor(np.full(3, 0.5 - 1.0 / L))
assert np.allclose(centre, np.eye(3) / 3, atol=1e-12)


def barrier(height):
    """Coherent-rotation barrier of an L x L x height pillar, eV."""
    along = box_factor(L, L, height)
    return scale * L * L * height * ((1 - along) / 2 - along)


height = brentq(lambda c: barrier(c) - 40 * kT, L, 3 * L)
pillar_z = box_factor(L, L, height)
pillar_x = box_factor(L, height, L)
assert abs(pillar_x - (1 - pillar_z) / 2) < 1e-8
height_error = barrier(L + 0.5)


# ---- leading-order tilt of M away from uniformity in the cube ----
def tilt_drive(u, n):
    """Perpendicular field on a grid, in units of 4 pi M."""
    x = (np.arange(n) + 0.5) / n - 0.5
    N = cube_tensor(np.array(np.meshgrid(x, x, x, indexing="ij")))
    h = -np.einsum("ijabc,j->iabc", N, u)
    return h - u[:, None, None, None] * np.einsum("i,iabc->abc", u, h)


def relax(u, n):
    """Energy gain per volume in units 2 pi M^2, and mean square tilt."""
    u = np.array(u, float) / np.linalg.norm(u)
    c = dctn(tilt_drive(u, n), axes=(1, 2, 3), norm="ortho") / n**1.5
    q = (pi * np.arange(n))**2
    k2 = q[:, None, None] + q[None, :, None] + q[None, None, :]
    assert np.max(np.abs(c[:, 0, 0, 0])) < 1e-10   # no mean sideways field
    k2[0, 0, 0] = np.inf
    ratio = (L / l_ex)**2
    return ratio * np.sum(c**2 / k2), np.sum((ratio * c / k2)**2)


gain_001, tilt_sq = relax([0, 0, 1], 40)
gain_110, _ = relax([1, 1, 0], 40)
gain_111, _ = relax([1, 1, 1], 40)
coarse, _ = relax([0, 0, 1], 24)
assert abs(coarse / gain_001 - 1) < 0.02
# quartic cubic form: the sum of u_i^2 u_j^2 is 0, 1/4, 1/3
assert abs((gain_111 - gain_001) / (gain_110 - gain_001) - 4 / 3) < 1e-5

# same energy minimized on a lattice with nearest-neighbour exchange
n = 24
main = np.full(n, 2.0)
main[0] = main[-1] = 1.0
one_d = sparse.diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])
one_d = one_d * n**2
I = sparse.identity(n)
stiff = (sparse.kron(sparse.kron(one_d, I), I)
         + sparse.kron(sparse.kron(I, one_d), I)
         + sparse.kron(sparse.kron(I, I), one_d)).tocsr() * (l_ex / L)**2
lattice_energy = 0.0
for h in tilt_drive(np.array([0.0, 0.0, 1.0]), n)[:2]:
    b = h.ravel()
    m, info = cg(stiff, b)
    assert info == 0
    lattice_energy += (m @ (stiff @ m) - 2 * b @ m) / n**3
# 5 percent allows for the lattice error of the short waves
assert abs(-lattice_energy / gain_001 - 1) < 0.05

omitted = tilt_sq / gain_001     # bound on dropped terms relative to gain
assert omitted < 1

print("TRACE RULE, lopsided egg (dimensionless)")
print(f"inside: Nxx, Nyy, Nzz = {egg_in[0,0]:.4f}, {egg_in[1,1]:.4f}, "
      f"{egg_in[2,2]:.4f}")
print(f"inside: trace = {np.trace(egg_in):.5f}")
print(f"outside: Nxx, Nyy, Nzz = {egg_out[0,0]:.4f}, {egg_out[1,1]:.4f}, "
      f"{egg_out[2,2]:.4f}")
print(f"outside: trace = {abs(np.trace(egg_out)):.5f} (magnitude)")
print("BOX with edges 1.0, 1.3, 2.1 (averaged factors)")
print(f"along 1.0, 1.3, 2.1 = {box[0]:.5f}, {box[1]:.5f}, {box[2]:.5f}")
print(f"sum = {sum(box):.8f}")
print("CUBE (dimensionless)")
print(f"averaged factor from face charges = {cube_factor:.8f}")
print(f"averaged Nxx, Nyy, Nzz from sample points = {cube_average[0,0]:.4f}, "
      f"{cube_average[1,1]:.4f}, {cube_average[2,2]:.4f}")
print(f"Nzz at centre = {centre[2,2]:.5f}")
print(f"Nzz just inside centre of z face = {face[2,2]:.5f}")
print(f"Nxx at the same place = {face[0,0]:.5f}")
print(f"Nzz averaged over midplane z=0 = {midplane:.5f}")
print("EXAMPLE: permalloy cube, rough typical inputs")
print(f"M = {M:.0f} emu/cm^3")
print(f"A = {A:.1e} erg/cm")
print(f"edge L = {L:.0f} nm")
print(f"exchange length = {l_ex:.2f} nm")
print(f"4 pi M = {full_field:.0f} Oe")
print(f"mean field along M = {mean_field:.0f} Oe")
print(f"mean field converted = {mean_field / (4 * pi):.1f} kA/m")
print(f"field at face centre, M along z = {-full_field * face[2,2]:.0f} Oe")
print(f"1 nm from three faces: Nzz = {near_corner[2,2]:.5f}")
print(f"1 nm from three faces: Nxz = {near_corner[0,2]:.5f}")
print(f"sideways Hx there, M along z = "
      f"{-full_field * near_corner[0,2]:.0f} Oe")
print(f"magnetostatic self-energy = {self_energy:.3f} eV")
print(f"kT at {T_room:.0f} K = {kT:.5f} eV")
print("PILLAR on the same square base")
print(f"barrier wanted, 40 kT = {40 * kT:.3f} eV")
print(f"height needed = {height:.2f} nm")
print(f"averaged Nz, Nx = {pillar_z:.4f}, {pillar_x:.4f}")
print(f"same barrier over kT at {T_hot:.0f} K = {40 * kT / kT_hot:.1f}")
print("EFFECTS LEFT OUT of the uniform perfect cube")
print(f"rms tilt, M along [001] = {np.degrees(np.sqrt(tilt_sq)):.2f} degrees")
print(f"energy gain by tilt, [001] = {scale * volume * gain_001:.4f} eV")
print(f"energy gain by tilt, [110] = {scale * volume * gain_110:.4f} eV")
print(f"energy gain by tilt, [111] = {scale * volume * gain_111:.4f} eV")
print(f"bound on terms dropped in [001] gain = {100 * omitted:.0f} percent")
print(f"barrier from 0.5 nm extra height = {height_error:.4f} eV")
print(f"the same over kT at 300 K = {height_error / kT:.2f}")
print(f"crystal anisotropy K1 (rough) = {K1:.0f} erg/cm^3")
print(f"K1 times volume = {K1 * volume * 1e-21 * eV_per_erg:.4f} eV")
print(f"interface anisotropy (trial) = {K_interface:.1f} erg/cm^2")
print(f"times base area = {K_interface * L**2 * 1e-14 * eV_per_erg:.4f} eV")
print("every check passed")
```

Printed output:

```
TRACE RULE, lopsided egg (dimensionless)
inside: Nxx, Nyy, Nzz = 0.3268, 0.2533, 0.4199
inside: trace = 1.00000
outside: Nxx, Nyy, Nzz = -0.0175, 0.0038, 0.0137
outside: trace = 0.00000 (magnitude)
BOX with edges 1.0, 1.3, 2.1 (averaged factors)
along 1.0, 1.3, 2.1 = 0.44407, 0.34488, 0.21105
sum = 1.00000000
CUBE (dimensionless)
averaged factor from face charges = 0.33333333
averaged Nxx, Nyy, Nzz from sample points = 0.3333, 0.3333, 0.3333
Nzz at centre = 0.33333
Nzz just inside centre of z face = 0.56409
Nxx at the same place = 0.21795
Nzz averaged over midplane z=0 = 0.25873
EXAMPLE: permalloy cube, rough typical inputs
M = 800 emu/cm^3
A = 1.3e-06 erg/cm
edge L = 15 nm
exchange length = 5.69 nm
4 pi M = 10053 Oe
mean field along M = -3351 Oe
mean field converted = -266.7 kA/m
field at face centre, M along z = -5671 Oe
1 nm from three faces: Nzz = 0.33333
1 nm from three faces: Nxz = -0.19529
sideways Hx there, M along z = 1963 Oe
magnetostatic self-energy = 2.824 eV
kT at 300 K = 0.02585 eV
PILLAR on the same square base
barrier wanted, 40 kT = 1.034 eV
height needed = 20.00 nm
averaged Nz, Nx = 0.2723, 0.3639
same barrier over kT at 358 K = 33.5
EFFECTS LEFT OUT of the uniform perfect cube
rms tilt, M along [001] = 2.46 degrees
energy gain by tilt, [001] = 0.0452 eV
energy gain by tilt, [110] = 0.0311 eV
energy gain by tilt, [111] = 0.0264 eV
bound on terms dropped in [001] gain = 34 percent
barrier from 0.5 nm extra height = 0.0953 eV
the same over kT at 300 K = 3.69
crystal anisotropy K1 (rough) = 3000 erg/cm^3
K1 times volume = 0.0063 eV
interface anisotropy (trial) = 0.1 erg/cm^2
times base area = 0.1404 eV
every check passed
```
